# Apparent emissivity of a diffuse spherical cavity with a small opening

## Problem

A laboratory source for calibrating radiation thermometers is a hollow sphere of inner radius \(R=5.0\) cm. Its wall is held at the uniform temperature \(T=1000\) K. The wall is opaque and grey, so that its emissivity \(\varepsilon=0.5\) is the same at all wavelengths. It is also diffuse: emitted and reflected radiation leave each wall point with the same radiance in all directions. A circular opening with a thin edge has been cut by removing a spherical cap. The curved area of this cap is the fraction \(f=0.01\) of the area of the full sphere. No radiation enters from outside.

The apparent emissivity \(\varepsilon_a\) of the opening is the power leaving through it, divided by the power that a black disc of the same flat area would emit at temperature \(T\).

(a) Find \(\varepsilon_a\).

(b) Find the emitted power, and the temperature of a blackbody that would emit the same total power per area.

(c) How small must \(f\) be for \(\varepsilon_a=0.999\), with the same wall?

## A tempting solution

By Kirchhoff's law, the emissivity of the opening equals its absorptivity, so one may follow light that enters from outside. The light strikes the wall, which absorbs half of it and reflects the other half. Of the reflected half, one percent finds the opening and escapes. The lost fraction is

\[
(1-\varepsilon)f = 0.5\times 0.01 = 0.005,
\]

and therefore \(\varepsilon_a = 1-0.005 = 0.995\).

## Where it fails

The use of Kirchhoff's law is sound, and so is the loss of 0.005 after the first reflection. The fault is in the last step, which counts everything that has not yet escaped as absorbed. After the first reflection, a fraction

\[
(1-\varepsilon)(1-f)=0.5\times0.99=0.495
\]

of the entering light is still travelling inside the cavity. It strikes the wall again, half of it is reflected again, and part of that escapes. The same happens after every later reflection. The value 0.995 is therefore too high, and the later escapes have to be added up.

The argument also used, without proof, that one percent of the reflected light reaches the opening. This must hold for every point of the wall, near the opening or far from it, if the sum is to be simple.

## Right solution

**The view factor inside a sphere.** Let a small wall area \(dA_1\) send out diffuse radiation of radiance \(L\). The power it sends into a solid angle \(d\Omega\), at angle \(\theta_1\) to its normal, is \(L\,dA_1\cos\theta_1\,d\Omega\). The total over the hemisphere is

\[
L\,dA_1\int_0^{\pi/2}\cos\theta_1\,2\pi\sin\theta_1\,d\theta_1=\pi L\,dA_1 .
\]

A second wall area \(dA_2\) at distance \(d\), whose normal makes the angle \(\theta_2\) with the connecting line, fills the solid angle \(d\Omega=\cos\theta_2\,dA_2/d^2\). The fraction of the radiation from \(dA_1\) that reaches \(dA_2\) is the ratio of the two powers:

\[
dF=\frac{\cos\theta_1\cos\theta_2}{\pi d^2}\,dA_2 .
\]

On a sphere both normals point to the centre. The two wall points and the centre form an isosceles triangle with sides \(R\), \(R\) and \(d\), so that \(\cos\theta_1=\cos\theta_2=d/(2R)\). The distance cancels:

\[
dF=\frac{1}{\pi d^2}\,\frac{d^2}{4R^2}\,dA_2=\frac{dA_2}{4\pi R^2}.
\]

Each wall point thus spreads its diffuse radiation evenly over the whole sphere. The fraction \(f\) goes towards the missing cap and the fraction \(1-f\) to the remaining wall. A straight line from the wall to the missing cap must cross the flat disc of the opening, and a line from the wall through the disc would have ended on the cap. The view factor from any wall point to the opening is therefore also \(f\).

**The radiosity.** Let \(J\) be the total power per area leaving a wall point, emitted plus reflected, and let \(H\) be the power per area arriving there. The reflected part is \((1-\varepsilon)H\), because an opaque wall reflects what it does not absorb. Hence

\[
J=\varepsilon\sigma T^4+(1-\varepsilon)H,\qquad
H=\int_{\text{wall}}J\,\frac{dA}{4\pi R^2}.
\]

The integral for \(H\) does not contain the position of the receiving point, so \(H\) is the same everywhere on the wall. With \(\varepsilon\) and \(T\) uniform, \(J\) is then uniform as well. The wall has the area \(4\pi R^2(1-f)\), which gives \(H=(1-f)J\). Inserting this,

\[
J\,[1-(1-\varepsilon)(1-f)]=\varepsilon\sigma T^4 .
\]

The bracket is \(1-(1-f-\varepsilon+\varepsilon f)=\varepsilon+f(1-\varepsilon)\), so that

\[
J=\frac{\varepsilon\,\sigma T^4}{\varepsilon+f(1-\varepsilon)} .
\]

**The flux through the opening.** A cap of height \(h\) has the curved area \(2\pi Rh\). Setting this equal to \(4\pi R^2f\) gives \(h=2Rf\). The plane of the opening lies at distance \(R-h\) from the centre, so the radius \(a\) of the opening follows from

\[
a^2=R^2-(R-h)^2=2Rh-h^2=4R^2f(1-f).
\]

The escaping power is the radiosity times the wall area times the view factor to the opening:

\[
P=J\cdot4\pi R^2(1-f)\cdot f=J\,\pi a^2 .
\]

The flux per area of the flat opening equals \(J\), and division by \(\sigma T^4\) gives the answer to (a):

\[
\boxed{\;\varepsilon_a=\frac{\varepsilon}{\varepsilon+f(1-\varepsilon)}=\frac{0.5}{0.505}=0.9901\;}
\]

A numerical solution of the radiosity equation for the same \(\varepsilon\) and \(f\), which did not assume a uniform \(J\) and integrated the view factors over the flat disc, gives 0.990099, in agreement with the formula.

If "one percent" had meant the flat area of the opening divided by the area of the full sphere, the condition would be \(f(1-f)=0.01\). Then \(f=0.010102\) and \(\varepsilon_a=0.9900\). The two readings differ by only 0.0001.

## The tempting solution, completed

To escape after exactly \(k\) reflections, light must be reflected \(k\) times, miss the opening after the first \(k-1\) reflections, and meet it after the last. The escaping fraction is

\[
p_k=(1-\varepsilon)^k(1-f)^{k-1}f .
\]

The first three terms are 0.005000, 0.002475 and 0.001225. Each is 0.495 times the one before. The geometric series sums to

\[
\sum_{k=1}^{\infty}p_k=\frac{(1-\varepsilon)f}{1-(1-\varepsilon)(1-f)}
=\frac{f(1-\varepsilon)}{\varepsilon+f(1-\varepsilon)}=1-\varepsilon_a=0.0099 .
\]

The tempting solution kept the first term alone and so found about half of the true loss.

This route also shows that the absorptivity does not depend on the direction in which the light enters. Every entering ray first meets the wall, and what is reflected there is spread evenly over the sphere, whatever the direction of arrival. Random ray tracing gives an absorptivity of 0.98993 for diffuse entering light and 0.99004 for light parallel to the axis, each with a standard error of 0.00011. Both agree with 0.9901 within two standard errors.

## Reading the formula

When \(f(1-\varepsilon)\) is much smaller than \(\varepsilon\), the second term in the denominator of \(1-\varepsilon_a\) can be dropped:

\[
1-\varepsilon_a\approx f\,\frac{1-\varepsilon}{\varepsilon}.
\]

For \(\varepsilon=0.5\) the factor \((1-\varepsilon)/\varepsilon\) is 1, and the shortfall from a blackbody is nearly equal to \(f\) itself. This is a property of the chosen emissivity. With \(f=0.01\) held fixed, a wall of emissivity 0.4 gives \(\varepsilon_a=0.9852\), and one of 0.6 gives 0.9934.

The opposite limit is a wall that absorbs so weakly that \(\varepsilon\ll f\). Then \(\varepsilon_a\approx\varepsilon/f\), and the cavity is far from black however closed it looks. The value has a simple meaning. Nearly all radiation emitted by the wall escapes before it is absorbed again, so the emitted power is \(\varepsilon\sigma T^4\) times the wall area. The ratio of wall area to opening area is \(4\pi R^2(1-f)/[4\pi R^2f(1-f)]=1/f\). A small opening is thus not enough for a nearly black cavity: \(f\) must be small compared with \(\varepsilon/(1-\varepsilon)\).

As \(f\to1\), the remaining wall is a shallow, almost flat dish. Light reflected from it hardly ever meets the wall again, and \(\varepsilon_a\to\varepsilon\), as it must.

## Power and radiation temperature

The cap height is \(h=2\times5.0\times0.01=0.100\) cm, and the radius of the opening is

\[
a=\sqrt{5.0^2-4.9^2}\ \text{cm}=0.995\ \text{cm}.
\]

The opening is therefore 1.99 cm wide and has the area \(\pi a^2=3.1102\) cm². At 1000 K a blackbody emits \(\sigma T^4=5.6704\) W/cm², which for this area is 17.636 W. The cavity emits

\[
P=0.9901\times17.636\ \text{W}=17.46\ \text{W}.
\]

A blackbody with the same total flux has a temperature \(T_r\) with \(\sigma T_r^4=\varepsilon_a\sigma T^4\), so

\[
T_r=\varepsilon_a^{1/4}\,T=997.5\ \text{K}.
\]

This is 2.5 K below the wall temperature. The fourth root turns a relative deficit of one percent in flux into a quarter of a percent in temperature. The value applies to an instrument that responds to the total radiation; one that works in a narrow band of wavelengths has a different relation between flux and temperature.

For (c), multiply the formula for \(\varepsilon_a\) by its denominator, which gives \(\varepsilon_a\varepsilon+\varepsilon_af(1-\varepsilon)=\varepsilon\), and solve for \(f\):

\[
f=\frac{\varepsilon(1-\varepsilon_a)}{\varepsilon_a(1-\varepsilon)}
=\frac{0.5\times0.001}{0.999\times0.5}=0.001001 .
\]

To reduce the shortfall from a blackbody about tenfold, the opening must cover about one tenth of the former area.

## The model beside a real source

A temperature of 1000 K and an opening of about 2 cm are ordinary for a calibration source. An emissivity of 0.5 is low, since such walls are usually blackened or oxidised to reach roughly 0.8 or more, and many real cavities are cylinders or cones. Real sources also depart from the assumptions of uniform temperature and purely diffuse reflection. For the present numbers, a temperature difference of about 5 K across the wall changes the result by about as much as the whole shortfall of 0.0099. A small mirror-like share of the reflection hardly changes the total emission, but it can change the emission along the axis by several times that amount.

**Uneven temperature.** Suppose that the back of the wall is at 1000 K and that the temperature falls linearly along the axis, at a rate of 5 K per sphere diameter, so that the wall at the opening is 4.95 K cooler. The apparent emissivity, still referred to a blackbody at 1000 K, becomes 0.9803 over all directions. The size of the change can be understood from the equations above. The irradiation \(H\) remains uniform, and the escaping power follows the average emission of the wall. Equal steps along the axis of a sphere carry equal wall areas, so the average temperature is about 2.5 K lower. Since emission varies as \(T^4\), the flux falls by about \(4\times2.5/1000\), or one percent. The centre of the back wall appears brighter, with 0.9853, because its own emission is unchanged and only the reflected half of its radiosity is reduced.

**Mirror-like reflection.** Suppose that a share \(m=0.1\) of the reflected light is mirror-like. Ray tracing then gives 0.9904 over all directions, which is hardly different from 0.9901. For a narrow beam along the axis, with one tenth of the radius of the opening, the result is 0.9386, with a standard error of 0.0003. By reciprocity, this is also the emissivity seen by a thermometer that looks into the isothermal cavity along the same narrow beam. The traced loss is \(0.0614\pm0.0003\), so only the value 0.061 is reliable. It has three main parts:

- The beam meets the back wall almost head-on, and its mirrored part returns straight through the opening. This part is \(m(1-\varepsilon)=0.1\times0.5=0.05\).
- The share \(1-m=0.9\) is scattered diffusely at the back. If all later reflections were diffuse too, it would lose \(0.9\times0.0099=0.0089\).
- Some of the scattered light is mirrored at its second reflection. Light that has moved through an angle \(g\) around the sphere, seen from the centre, moves through \(g\) again after a mirror reflection, because the two chords are equally long. Starting from the back, it lands at \(2g\), and this lies in the opening if \(g\) is close enough to 90°. If the cap has the half-angle \(\alpha\), with \(\cos\alpha=1-2f\), then \(g\) must lie within \(\alpha/2\) of 90°. This equatorial band covers the fraction \(\sin(\alpha/2)=\sqrt{(1-\cos\alpha)/2}=\sqrt f=0.1\) of the sphere. The loss is \(0.9\times0.5\times0.1\times0.5\times0.1=0.00225\).

The sum is 0.0612. As an estimate it contains a small overcount, because the light mirrored at its second reflection is also given a diffuse loss at that reflection in the second part. Without this double counting, and with all light taken as diffuse from the third reflection on, the estimate is 0.0609, which agrees with the traced loss within two standard errors. The large first part needs a narrow and exactly axial view. By the rule of equal chords, a ray parallel to the axis at a small distance \(\rho\) from it returns to the top of the sphere at about \(3\rho\), so only rays within about \(a/3\) of the axis are mirrored straight out. For a parallel beam that fills the opening this is about one ninth of the light, and the apparent emissivity is about 0.983. A ray through the centre of the opening tilted by \(\beta\) returns about \(4\beta\) away, seen from the centre of the sphere, and misses the opening once \(4\beta\) exceeds \(\alpha=11.5^\circ\), that is for \(\beta\) above about 3°. For the narrow beam tilted by 10° the value is back at 0.990. A narrow view exactly along the axis is thus a poor choice for a sphere whose wall is partly mirror-like, even if its total emission is nearly that of a blackbody; a small tilt removes most of the loss.

**Smaller effects.** Surroundings at 300 K send radiation into the cavity, and the fraction \(1-\varepsilon_a\) of it comes back out. Relative to the blackbody flux at 1000 K, this adds \(0.0099\times(300/1000)^4=8\times10^{-5}\). The blackbody spectrum at 1000 K, taken per unit wavelength, peaks at 2.9 µm, which is \(1.5\times10^{-4}\) of the width of the opening. This ratio is not itself a correction to \(\varepsilon_a\), but it shows that treating the radiation as rays is well justified here.

The main computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
wall emissivity e                     0.50
opening fraction f (cap/sphere)       0.0100
apparent emissivity, formula          0.990099
apparent emissivity, radiosity solver 0.990099
apparent absorptivity, diffuse rays   0.98993
apparent absorptivity, axial rays     0.99004
standard error of ray results         0.00011
escape after 1 reflection(s), formula 0.005000
escape after 1 reflection(s), rays    0.005149
escape after 2 reflection(s), formula 0.002475
escape after 2 reflection(s), rays    0.002456
escape after 3 reflection(s), formula 0.001225
escape after 3 reflection(s), rays    0.001260
first-reflection-only estimate        0.9950
small-f estimate of 1 - e_a           0.0100
actual 1 - e_a                        0.009901
f if flat disc/sphere is 0.01         0.010102
apparent emissivity for that f        0.989999
goal for apparent emissivity          0.999
f needed for that goal                0.001001
cavity radius                         5.0 cm
wall temperature                      1000 K
cap height                            0.100 cm
opening radius                        0.9950 cm
opening diameter                      1.990 cm
opening disc area                     3.1102 cm2
blackbody flux                        5.6704 W/cm2
ideal blackbody power                 17.636 W
cavity power                          17.461 W
total-radiation temperature           997.52 K
temperature shortfall                 2.48 K
Neglected effects:
e_a for wall emissivity 0.4           0.9852
e_a for wall emissivity 0.6           0.9934
wall cooler at opening by             5.0 K
  e_a over all directions             0.9803
  e_a seen at centre of back wall     0.9853
mirror-like share of reflection       0.10
  e_a over all directions             0.9904
  e_a for narrow axial beam, rays     0.9386
  standard error, axial beam          0.0003
  e_a for axial beam, estimate        0.9391
  direct return of axial beam         0.0500
  return by way of equatorial band    0.00225
surroundings temperature              300 K
  reflected part / blackbody flux     8.0e-05
peak wavelength                       2.898 um
  wavelength / opening diameter       1.5e-04
```
